Bonding energy of an open three-centre two-electron methyl bridge, part 2

A methyl group bridges two metal atoms M. Its carbon hybrid c and one hybrid on each metal, a and b, hold two electrons. The bridge is open when a and b interact with c but not directly with each other. The problem is how strongly this pair binds the three centres, compared with an ordinary two-centre M–C bond.

In the Hückel treatment a, b and c are real, normalised and mutually orthogonal, and h is an effective one-electron Hamiltonian. The total energy is the sum over occupied orbitals. A bonding energy D is the energy of the uncoupled orbitals with their electrons minus that of the coupled system. Energies are in hartree (1 hartree = 2625.50 kJ/mol).

The symmetric open bridge has equal site energies α, equal metal–carbon couplings β < 0 and ⟨a|h|b⟩ = 0. The phases of a and b are chosen to make their couplings to c negative. Part (b) used

s = (a + b)/√2

t = (a − b)/√2

⟨s|h|s⟩ = ½(⟨a|h|a⟩ + ⟨b|h|b⟩ + 2⟨a|h|b⟩)

⟨t|h|t⟩ = ½(⟨a|h|a⟩ + ⟨b|h|b⟩ − 2⟨a|h|b⟩)

Carbon couples to s with strength √2β and not at all to t. The pair occupies

ψ₁ = ½ a + (1/√2) c + ½ b

The two-centre orbital is ψ = x a + y c, with levels α + β and α − β. For a doubly occupied orbital with coefficients x_i, the populations and bond orders are

q_i = 2 x_i²

p_ij = 2 x_i x_j

and each coupling enters the energy multiplied by 2p_ij.

The bonding energies are D₁ = 2|β| for the two-centre bond and D₂ = 2√2|β| for the open bridge. The delocalisation energy is D_del = D₂ − D₁.

Unless other values are given, α = −0.40 and β = −0.10 hartree, so D₁ = 0.2000, D₂ = 0.2828 and D_del = 0.0828 hartree.

Parts (h) to (k) each relax one assumption and keep the others. Part (l) applies the model to a bridged dimer.

(h) Let the two links have different couplings β₁ and β₂, both negative. Find the bonding energy. Does the bonding energy by itself hold the methyl group midway between the metals?

Solution. Look for the combination of a and b that takes up the whole coupling to carbon. Put

B = √(β₁² + β₂²)

g = −(β₁ a + β₂ b)/B

g′ = (β₂ a − β₁ b)/B

Both combinations are normalised, and they are orthogonal because −β₁β₂ + β₂β₁ = 0. The metal hybrids have equal site energies and no mutual coupling, so every normalised combination of them has energy α, and orthogonal combinations are not coupled. The couplings to carbon are

⟨c|h|g⟩ = −(β₁² + β₂²)/B = −B

⟨c|h|g′⟩ = (β₂β₁ − β₁β₂)/B = 0

Again a two-orbital problem remains, now with coupling −B. Its lower level is α − B, and two electrons give

D = 2B = 2√(β₁² + β₂²)

For β₁ = β₂ = β this is 2√2|β|. For β₂ = 0 it is 2|β₁|, the ordinary bond. It is the squares of the couplings that add, not the couplings themselves.

A weak second link therefore has a small effect. For |β₂| much smaller than |β₁|, the expansion √(1 + r²) ≈ 1 + r²/2 with r = β₂/β₁ gives

D ≈ 2|β₁| + β₂²/|β₁|

The gain is of second order in the weak coupling. For β₁ = −0.10 and β₂ = −0.06 hartree the full formula gives

D = 2√(0.0100 + 0.0036) = 0.2332 hartree

which is 0.0332 hartree above the stronger link alone.

Now let the methyl group move from the midpoint towards one metal by a distance d, along the line between the metals. Suppose that each coupling depends only on the separation of its two atoms and decays exponentially with it. Take first a carbon atom that lies on this line, so that one separation shrinks by exactly d and the other grows by d. With a positive constant k,

β₁ = β e^(kd)

β₂ = β e^(−kd)

β₁² + β₂² = β²(e^(2kd) + e^(−2kd)) = 2β² cosh(2kd)

The hyperbolic cosine has its minimum at d = 0. In this linear arrangement the bonding energy is smallest at the midpoint and grows when the group moves to either side. The pair by itself does not hold such a bridge symmetric. The short-range repulsion between carbon and the nearer metal, which is outside this model, acts towards the midpoint.

In a bent bridge carbon lies off the line. Let r be the metal–carbon separation at the symmetric position and γ the angle between each link and the metal–metal line. After a displacement d parallel to that line the separations are, to second order in d,

√(r² ∓ 2rd cosγ + d²) ≈ r ∓ d cosγ + d² sin²γ/(2r)

Both contain the same positive term in d², which weakens both couplings. To the same order,

β₁² + β₂² ≈ 2β²[1 + kd²(2k cos²γ − sin²γ/r)]

The symmetric position is therefore a minimum of the bonding energy only if tan²γ < 2kr. In a more strongly bent bridge the pair itself opposes small displacements of this kind. The expansion does not cover larger displacements or other directions.

(i) In a metal alkyl the carbon orbital usually lies below the metal orbital. Put the metal hybrids at α + 2δ, with carbon at α and δ ≥ 0, and take both links equal again. How does the ratio of the bonding energies change?

Solution. With unequal site energies the uncoupled reference must be specified. Take both electrons on carbon and empty metal hybrids. The reference energy is 2α, and D is the energy gained when a carbon lone pair is donated to the metals.

Let n be the number of metals, 1 or 2. Carbon couples to one metal orbital, a for n = 1 and s for n = 2, with strength √n β. The secular equation is

(α − E)(α + 2δ − E) = nβ²

Measure the energy from the mean of the two site energies by writing E = α + δ + ε. Then

(−δ − ε)(δ − ε) = nβ²

ε² − δ² = nβ²

ε = ±√(δ² + nβ²)

The lower level is α + δ − √(δ² + nβ²), and two electrons in it give

D_n = 2α − 2[α + δ − √(δ² + nβ²)] = 2[√(δ² + nβ²) − δ]

To compare the cases, multiply and divide by √(δ² + nβ²) + δ. The numerator becomes δ² + nβ² − δ² = nβ², so

D_n = 2nβ² / [√(δ² + nβ²) + δ]

R = D₂/D₁ = 2 [√(δ² + β²) + δ] / [√(δ² + 2β²) + δ]

At δ = 0 this is 2|β|/(√2|β|) = √2. When δ is much larger than |β|, both brackets approach 2δ and R approaches 2. Between these limits R rises steadily. To show this, differentiate the logarithm of one bracket:

d/dδ ln[√(δ² + nβ²) + δ] = [δ/√(δ² + nβ²) + 1] / [√(δ² + nβ²) + δ] = 1/√(δ² + nβ²)

and therefore

d(ln R)/dδ = 1/√(δ² + β²) − 1/√(δ² + 2β²) > 0

The physical reason is visible in the polar limit, where D_n ≈ nβ²/δ. The carbon pair is then only slightly disturbed by each metal, and the two small donations add. In the nonpolar case the two metals compete for the same pair, and the second adds less than the first.

The population of carbon shows the same competition. For a normalised orbital that makes the energy stationary, a small change of the carbon site energy α_c changes the total energy at first order through the explicit term 2x_c²α_c alone. Hence q_c = ∂E/∂α_c. With the metal site energy called α_m and δ = (α_m − α_c)/2, the total energy is

E = α_c + α_m − 2√(δ² + nβ²)

Since ∂δ/∂α_c = −½, the derivative of the square root is −δ/[2√(δ² + nβ²)], and

q_c = 1 + δ/√(δ² + nβ²)

For δ = 0.10 hartree the metal level lies 0.20 hartree above carbon. The square roots are √0.02 = 0.14142 and √0.03 = 0.17321, so

D₁ = 2(0.14142 − 0.10) = 0.0828 hartree

D₂ = 2(0.17321 − 0.10) = 0.1464 hartree

R = 1.767

The carbon populations are 1.707 in the bond and 1.577 in the bridge. One metal receives 0.293 electrons. Two metals together receive 0.423, which is more in total but less for each.

The ratio depends on the reference. If the uncoupled system has one electron on carbon and one on a metal, its energy is 2α + 2δ and both bonding energies increase by 2δ = 0.20 hartree. Their ratio is then 0.3464/0.2828 = 1.22, below √2. The difference D₂ − D₁ does not depend on this choice. It is the delocalisation energy, here 0.1464 − 0.0828 = 0.0636 hartree.

(j) Return to equal site energies and let the metal hybrids interact directly, with ⟨a|h|b⟩ = xβ and x ≥ 0. What happens to the factor √2?

Solution. The phases of a and b are already fixed by their couplings to carbon, so the sign of x has a physical meaning. For positive x the metal–metal coupling favours the same in-phase combination as carbon does. The site energies of part (b) acquire an additional term:

⟨s|h|s⟩ = ½(α + α + 2xβ) = α + xβ

⟨t|h|t⟩ = ½(α + α − 2xβ) = α − xβ

The coupling of s to carbon remains √2β, and t remains uncoupled. With E = α + ε the secular equation for s and c is

(xβ − ε)(−ε) = 2β²

ε² − xβ ε − 2β² = 0

ε = ½[xβ ± |β|√(x² + 8)]

The lower root has the minus sign. Since β = −|β|, it is

ε = −½|β| [x + √(x² + 8)]

The orbital t lies at or above α and stays empty. The bonding energy of the pair is −2ε, and division by D₁ = 2|β| gives

D/D₁ = ½[x + √(x² + 8)]

For x = 0 this is ½√8 = √2. For x = 1, when all three couplings are equal, it is ½(1 + 3) = 2. The factor √2 thus belongs to the open bridge, and the fully closed one reaches 2.

For small x the square root changes at second order, and the ratio is approximately √2 + x/2. This agrees with the orbital of the open bridge. Its metal–metal bond order is 2·½·½ = ½, although a and b are not coupled there. When a coupling xβ is switched on, this bond order contributes 2·½·x|β| = x|β| to the bonding energy at first order in x, which is x/2 in units of D₁.

(k) Neighbouring orbitals do in fact overlap. Let ⟨a|c⟩ = ⟨b|c⟩ = S with S > 0, keep ⟨a|b⟩ = 0 and ⟨a|h|b⟩ = 0, and call the coupling k = ⟨a|h|c⟩ = ⟨b|h|c⟩. Find the corrected ratio.

Solution. With overlap, the matrix element k − ES takes the place of k in the secular equations. For the two-centre bond they are

(α − E) x + (k − ES) y = 0

(k − ES) x + (α − E) y = 0

The bonding orbital has x = y, and either equation gives α + k = E(1 + S), so

E = (α + k)/(1 + S)

E − α = (α + k − α − αS)/(1 + S) = (k − αS)/(1 + S)

The combination k − αS is the effective coupling, and it will be called β. It does not change when the zero of energy is shifted by w, because k then changes by wS and αS changes by the same amount.

In the bridge, c has the coupling √2k and the overlap √2S with s, while both vanish with t. Replacing k by √2k and S by √2S gives

E − α = √2 (k − αS)/(1 + √2 S)

The bonding energies of an electron pair are therefore

D₁ = 2|β|/(1 + S)

D₂ = 2√2|β|/(1 + √2 S)

and their ratio is

D₂/D₁ = √2(1 + S)/(1 + √2 S) = 1 + (√2 − 1)/(1 + √2 S)

The last form follows from writing the numerator √2 + √2S as (1 + √2S) + (√2 − 1). It shows that the ratio falls as S grows but stays above 1. The reason for the fall is the normalisation. The bonding combination of c and s overlaps more strongly than that of c and a, and its energy gain is divided by the larger number. The three orbitals are linearly independent as long as √2S < 1, which limits the range of the formula.

Take S = 0.20 and k = −0.18 hartree. The effective coupling is

β = −0.18 − (−0.40)(0.20) = −0.10 hartree

the same value as before. The bonding energies are

D₁ = 0.2000/1.20 = 0.1667 hartree

D₂ = 0.2828/1.2828 = 0.2205 hartree

and the ratio is 1.323 instead of 1.414.

(l) Two molecules M(CH₃)₃, each with an empty metal hybrid, combine to a dimer with two methyl bridges. Neglect overlap and metal–metal coupling. Let the terminal bonds have coupling β_t and the bridge links β_b, with the same δ for both. When does the electronic energy favour the dimer?

Solution. The two monomers contain six two-centre M–C bonds and two empty metal hybrids. The dimer contains four terminal bonds and two bridges. The number of electron pairs is six in both cases. Each bridge therefore replaces one terminal bond and one empty hybrid, and the empty hybrid contributes no energy.

From part (i), the pair energy is 2α + 2δ − 2√(δ² + β_t²) in a terminal bond and 2α + 2δ − 2√(δ² + 2β_b²) in a bridge. The gain per bridge is the first minus the second:

G = 2[√(δ² + 2β_b²) − √(δ² + β_t²)]

It is positive if 2β_b² > β_t², that is, if

|β_b| > |β_t|/√2 ≈ 0.707 |β_t|

For open bridges the threshold does not depend on δ, although the size of the gain does. Real doubly bridged dimers are strongly bent and are not open. At the geometry of Al₂(CH₃)₆ the two metal hybrids of a bridge overlap about 0.6 times as much as a metal hybrid with carbon. A metal–metal coupling xβ_b lowers the threshold and makes it depend on δ. For δ = 0, part (j) gives the ratio 2/[x + √(x² + 8)], which is 0.57 for x = 0.6, and for δ = 0.10 hartree with β_t = −0.10 hartree it is about 0.65. The figures below refer to the open bridge. A bridge link may thus be weaker than a terminal bond by up to 29 per cent in its coupling before the gain is lost. This margin matters because a carbon atom shared by two metals may lie farther from each of them, and its hybrid does not point straight at either.

For δ = 0 and β_t = −0.10 hartree the threshold is β_b = −0.0707 hartree. Without any weakening the gain per bridge would be D_del = 0.0828 hartree. With β_b = −0.08 hartree it is

G = 2(√2·0.08 − 0.10) = 2(0.11314 − 0.10) = 0.0263 hartree

A loss of 20 per cent in the coupling thus removes about two thirds of the gain, because G is a small difference between two larger energies. If the two bridges are independent, the dimer gains twice this amount, 0.0525 hartree or 138 kJ/mol.

The independence of the bridges is an approximation. Each metal uses two hybrids, one for each bridge, and hybrids on the same atom are coupled. For two sp³ hybrids, each is ½ of the s orbital plus √3/2 of a p orbital along its own direction, and the cosine of the angle between the directions is −1/3. With atomic energies e_s and e_p their coupling is

¼ e_s + ¾·(−1/3) e_p = ¼(e_s − e_p)

which is not zero, since the s level lies below the p level. This coupling links the two bridges, and it also acts on the terminal bonds and within the monomer. It is neglected here, although it is not small: for aluminium it is about −0.05 hartree, twice the value of G found above. If it is kept and the monomer is taken as tetrahedral, the threshold moves only to about 0.71. If the monomer is planar, with sp² hybrids, an empty p orbital and the same β_t, the threshold rises to about 0.78, and the gain for β_b = −0.08 hartree and δ = 0 falls to about 0.006 hartree per bridge.

The result is also not a dimerisation energy that could be compared with experiment. The metal must change its hybridisation and geometry to accept a fourth neighbour, and the methyl groups come closer together. The repulsion, strain and dispersion involved are absent from the model. It supplies one part of the balance: the gain from sharing a pair between two metals, and the loss of coupling at which that gain disappears.

Numerical values quoted here were computed with a short program.
